\section*{Charge transfer from the full to the empty half of a chain}

\section*{The question}

Electrons of one spin orientation move on an infinite chain of sites $m=\ldots,-1,0,1,\ldots$ They do not interact, and their Hamiltonian is
\begin{equation}
H=-\gamma\sum_m\left(c^\dagger_{m+1}c_m+c^\dagger_m c_{m+1}\right),\qquad \gamma>0 .
\end{equation}
At $t=0$ every site $m\le 0$ is occupied and every site $m\ge 1$ is empty. Let $N(t)$ be the mean number of electrons on the sites $m\ge1$, and let $I=dN/dt$ be the particle current, positive to the right. The transferred charge has magnitude $eN$; since electrons are negative, the electric current flows to the left.

Use the scaled time $\tau=2\gamma t/\hbar$. The Bessel functions $J_k(\tau)$ may be taken as defined by
\begin{equation}
e^{\frac{\tau}{2}(z-1/z)}=\sum_{k=-\infty}^{\infty}J_k(\tau)\,z^k .
\label{gen}
\end{equation}
The bound $|J_k(\tau)|\le(\tau/2)^k/k!$ for $k\ge0$, $\tau\ge0$ may also be used. It makes the infinite sums below converge uniformly on any bounded time interval, so that they may be rearranged and differentiated term by term. Where no argument is written, $J_k$ means $J_k(\tau)$.

\section*{(a) The motion of one electron}

\textbf{Question.} Find the amplitude $U_{mn}(t)$ for an electron that starts on site $n$ to be on site $m$ at time $t$. Derive from (\ref{gen}) the Bessel relations needed later.

\textbf{Answer.} Acting on the plane wave $e^{iqm}$, the one-electron Hamiltonian gives
\begin{equation}
-\gamma\left(e^{iq(m+1)}+e^{iq(m-1)}\right)=-2\gamma\cos q\;e^{iqm},
\end{equation}
so the energy is $\varepsilon(q)=-2\gamma\cos q$ and the band runs from $-2\gamma$ to $2\gamma$. Since $-\varepsilon t/\hbar=\tau\cos q$, expansion in plane waves gives
\begin{equation}
U_{mn}(t)=\int_{-\pi}^{\pi}\frac{dq}{2\pi}\,e^{iq(m-n)}e^{i\tau\cos q}.
\end{equation}
Put $z=ie^{iq}$ in (\ref{gen}). Then $1/z=-ie^{-iq}$ and $z-1/z=2i\cos q$, hence
\begin{equation}
e^{i\tau\cos q}=\sum_k i^kJ_k\,e^{ikq}.
\end{equation}
The integral over $q$ keeps the term $k=-(m-n)$. With $r=m-n$ this term is $i^{-r}J_{-r}$.

The left side of (\ref{gen}) is unchanged by $z\to-1/z$, which gives $J_{-k}=(-1)^kJ_k$. As $i^{-r}(-1)^r=i^{-r}i^{2r}=i^r$,
\begin{equation}
U_{mn}(t)=i^{\,m-n}J_{m-n}(\tau).
\label{U}
\end{equation}

Differentiating (\ref{gen}) with respect to $\tau$, and separately with respect to $z$, and comparing powers of $z$ gives
\begin{equation}
2J_k'=J_{k-1}-J_{k+1},\qquad \frac{2k}{\tau}J_k=J_{k-1}+J_{k+1}.
\label{rec}
\end{equation}
For $k=0$ the first relation gives $J_0'=-J_1$. For $k=1$ it gives $J_1'=(J_0-J_2)/2$, and the second gives $J_2=2J_1/\tau-J_0$; together, $J_1'=J_0-J_1/\tau$. Finally, the evolution is unitary, $\sum_m|U_{mn}|^2=1$, so $\sum_kJ_k^2=1$.

\section*{(b) Occupations and transferred number}

\textbf{Question.} Express the occupation $n_m(t)$ of each site $m\ge1$, and then $N(t)$, through squared Bessel functions.

\textbf{Answer.} Without interactions the operators evolve linearly, $c_m(t)=\sum_nU_{mn}c_n$. In the initial state $\langle c_n^\dagger c_{n'}\rangle$ equals one for $n=n'\le0$ and vanishes otherwise. The cross terms drop out and the probabilities add:
\begin{equation}
n_m=\sum_{n\le0}|U_{mn}|^2=\sum_{n\le0}J_{m-n}^2=\sum_{k\ge m}J_k^2 .
\end{equation}
For the first site, $J_{-k}^2=J_k^2$ and $\sum_kJ_k^2=1$ give
\begin{equation}
n_1=\sum_{k\ge1}J_k^2=\tfrac12\left(1-J_0^2\right).
\label{n1}
\end{equation}
Now sum over all $m\ge1$. A given $J_k^2$ appears in $n_1,n_2,\ldots,n_k$, that is, $k$ times. Therefore
\begin{equation}
N(t)=\sum_{m\ge1}\sum_{k\ge m}J_k^2=\sum_{k=1}^{\infty}k\,J_k^2(\tau).
\label{Nsum}
\end{equation}
The weight $k$ counts the starting sites from which a displacement of $k$ sites carries an electron across the junction.

\section*{(c) Current and closed forms}

\textbf{Question.} Find the current through the bond between sites 0 and 1 from the equation of motion, confirm it by differentiating $N$, and reduce both $I$ and $N$ to expressions containing $J_0$ and $J_1$ alone.

\textbf{Answer.} The amplitude on site 1 obeys $i\hbar\,\dot U_{1n}=-\gamma(U_{0n}+U_{2n})$. Thus
\begin{align}
\frac{d}{dt}|U_{1n}|^2&=2\,\mathrm{Re}\left(U_{1n}^*\dot U_{1n}\right)
=\frac{2\gamma}{\hbar}\,\mathrm{Re}\left[i\,U_{1n}^*(U_{0n}+U_{2n})\right]\nonumber\\
&=\frac{2\gamma}{\hbar}\,\mathrm{Im}\left(U_{0n}^*U_{1n}\right)-\frac{2\gamma}{\hbar}\,\mathrm{Im}\left(U_{1n}^*U_{2n}\right).
\end{align}
The first term is the flow in from site 0 and the second the flow out to site 2. When all sites $m\ge1$ are added, the flows on inner bonds cancel. For $n=-k$, equation (\ref{U}) gives $U_{0n}^*U_{1n}=(-i)^k\,i^{k+1}J_kJ_{k+1}=iJ_kJ_{k+1}$, so
\begin{equation}
I=\frac{2\gamma}{\hbar}S,\qquad S(\tau)=\sum_{k=0}^\infty J_kJ_{k+1}.
\end{equation}
Differentiating (\ref{Nsum}) with (\ref{rec}) confirms this:
\begin{align}
\frac{dN}{d\tau}&=\sum_{k\ge1}kJ_k(J_{k-1}-J_{k+1})\nonumber\\
&=\sum_{k\ge1}kJ_{k-1}J_k-\sum_{k\ge2}(k-1)J_{k-1}J_k=\sum_{k\ge1}J_{k-1}J_k=S,
\end{align}
and $d\tau/dt=2\gamma/\hbar$.

To sum $S$, differentiate it:
\begin{align}
S'&=\frac12\sum_{k\ge0}\left[(J_{k-1}-J_{k+1})J_{k+1}+J_k(J_k-J_{k+2})\right]\nonumber\\
&=\frac12\sum_{k\ge0}\left(J_k^2-J_{k+1}^2\right)+\frac12\sum_{k\ge0}\left(J_{k-1}J_{k+1}-J_kJ_{k+2}\right).
\end{align}
In each sum the second term cancels the first term of the next $k$. What remains is $J_0^2$ from the first and $J_{-1}J_1=-J_1^2$ from the second:
\begin{equation}
S'=\tfrac12\left(J_0^2-J_1^2\right).
\label{Sprime}
\end{equation}
On the other hand, the derivatives of $J_0$ and $J_1$ found in (a) give
\begin{align}
\frac{d}{d\tau}\left[\tau(J_0^2+J_1^2)\right]
&=J_0^2+J_1^2+2\tau\left[-J_0J_1+J_1\left(J_0-\frac{J_1}{\tau}\right)\right]\nonumber\\
&=J_0^2-J_1^2 .
\end{align}
Both $S$ and $\tau(J_0^2+J_1^2)/2$ vanish at $\tau=0$ and have the same derivative, so they are equal:
\begin{equation}
S=\frac{\tau}{2}\left(J_0^2+J_1^2\right),\qquad
I=\frac{\gamma\tau}{\hbar}\left(J_0^2+J_1^2\right).
\label{I}
\end{equation}
For $N$, replace $kJ_k$ by $(\tau/2)(J_{k-1}+J_{k+1})$:
\begin{equation}
N=\frac{\tau}{2}\sum_{k\ge1}\left(J_{k-1}J_k+J_kJ_{k+1}\right)=\frac{\tau}{2}\left[S+(S-J_0J_1)\right].
\end{equation}
The second sum lacks the $k=0$ term of $S$, which explains the subtraction. With (\ref{I}),
\begin{equation}
N=\frac{\tau^2}{2}\left(J_0^2+J_1^2\right)-\frac{\tau}{2}J_0J_1 .
\label{N}
\end{equation}
The current is never negative, because (\ref{I}) is a sum of squares.

\section*{(d) The start of the flow}

\textbf{Question.} Find $N$ through order $\tau^4$, interpret its leading term, and locate the first maximum of the current.

\textbf{Answer.} For small $\tau$, $J_1=\tau/2-\tau^3/16+\ldots$ and $J_2=\tau^2/8+\ldots$ Then (\ref{Nsum}) gives
\begin{equation}
N=\left(\frac{\tau^2}{4}-\frac{\tau^4}{16}\right)+2\,\frac{\tau^4}{64}+\ldots=\frac{\tau^2}{4}-\frac{\tau^4}{32}+\ldots
\end{equation}
The leading term is $(\gamma t/\hbar)^2$, the probability that the electron on site 0 has made one hop to site 1. The current therefore starts as $2\gamma^2t/\hbar^2$, linearly in time.

By (\ref{Sprime}), the current rises while $J_0^2>J_1^2$. This holds from $\tau=0$, where $J_0=1$ and $J_1=0$, until the first solution of $J_0=J_1$, which is $\tau=1.4347$. There $S=\tau J_0^2$, and the numerical current is $0.8615\,\gamma/\hbar$.

\section*{(e) Long times}

\textbf{Question.} For $\tau\to\infty$, with $\chi=\tau-\pi/4$,
\begin{align}
J_0&=\sqrt{\frac{2}{\pi\tau}}\left[\left(1-\frac{9}{128\tau^2}\right)\cos\chi+\frac{\sin\chi}{8\tau}+O(\tau^{-3})\right],\\
J_1&=\sqrt{\frac{2}{\pi\tau}}\left[\left(1+\frac{15}{128\tau^2}\right)\sin\chi+\frac{3\cos\chi}{8\tau}+O(\tau^{-3})\right].
\end{align}
Find the limiting current and its first two corrections. Does $N$ keep a constant offset from linear growth?

\textbf{Answer.} Square and add. The leading terms give $\cos^2\chi+\sin^2\chi=1$. The terms in $1/\tau$ give $(\frac14+\frac34)\sin\chi\cos\chi=\frac12\sin2\chi=-\frac12\cos2\tau$. At order $1/\tau^2$ the coefficient of $\cos^2\chi$ is $-\frac{9}{64}+\frac{9}{64}=0$, and that of $\sin^2\chi$ is $\frac1{64}+\frac{15}{64}=\frac14$. Hence
\begin{equation}
\pi S=1-\frac{\cos2\tau}{2\tau}+\frac{\sin^2\chi}{4\tau^2}+O(\tau^{-3}),
\label{Sas}
\end{equation}
and the current tends to
\begin{equation}
I_\infty=\frac{2\gamma}{\pi\hbar}.
\label{Iinf}
\end{equation}
The approach is slow: the oscillation has angular frequency $4\gamma/\hbar$, the band width divided by $\hbar$, and its amplitude relative to $I_\infty$ falls as $1/(2\tau)$.

For the transferred number, (\ref{N}) reads $N=\tau S-\tau J_0J_1/2$. Here $\tau S=\tau/\pi-\cos2\tau/(2\pi)+O(1/\tau)$, while $\tau J_0J_1/2=\cos\chi\sin\chi/\pi+O(1/\tau)=-\cos2\tau/(2\pi)+O(1/\tau)$. The bounded oscillations cancel, and $N-\tau/\pi\to0$: there is no constant offset.

The remaining difference follows from $dN/d\tau=S$ and this vanishing limit:
\begin{equation}
N-\frac{\tau}{\pi}=-\int_\tau^\infty\left(S(s)-\frac1\pi\right)ds .
\end{equation}
Insert (\ref{Sas}) with $\sin^2\chi=(1-\sin2\tau)/2$. Integration by parts gives $\int_\tau^\infty\cos(2s)/(2s)\,ds=-\sin(2\tau)/(4\tau)+O(\tau^{-2})$. The non-oscillating part $1/(8s^2)$ integrates to $1/(8\tau)$, and the other terms are of order $\tau^{-2}$. Thus
\begin{equation}
N=\frac{\tau}{\pi}-\frac{1+2\sin2\tau}{8\pi\tau}+O(\tau^{-2}).
\label{Nas}
\end{equation}

\section*{(f) The Landauer current}

\textbf{Question.} Obtain the steady current from the Landauer formula and compare it with (\ref{Iinf}). What plays the part of the bias?

\textbf{Answer.} The formula for the particle current of one spin is
\begin{equation}
I_L=\frac1h\int dE\,T(E)\left[f_L(E)-f_R(E)\right].
\end{equation}
In a uniform chain a plane wave is itself an eigenstate and has no reflected part, so $T=1$ inside the band; outside it no wave propagates and $T=0$. All states of the left half are full, $f_L=1$, and all those of the right half are empty, $f_R=0$. Therefore
\begin{equation}
I_L=\frac1h\int_{-2\gamma}^{2\gamma}dE=\frac{4\gamma}{h}=\frac{2\gamma}{\pi\hbar}=I_\infty .
\end{equation}
The same integral can be read as a sum over right-moving states, $0<q<\pi$, each carrying its velocity $v=\hbar^{-1}d\varepsilon/dq=2\gamma\sin q/\hbar$:
\begin{equation}
\int_0^\pi\frac{dq}{2\pi}\,\frac{2\gamma\sin q}{\hbar}=\frac{2\gamma}{\pi\hbar}.
\end{equation}
The density of states and the velocity cancel in the energy integral, which leaves the band width alone.

The drive is the difference in occupation. No potential difference acts during the motion, and the two halves have the same band. The chain must also be infinite before the long-time limit is taken. With $L$ sites on each side, the fastest disturbance covers about $\tau$ sites in scaled time $\tau$, so echoes from the ends return to the junction at about $\tau=2L$ and end the plateau.

\section*{(g) A potential step that stays on}

\textbf{Question.} Suppose now that the sites $m\le0$ are raised by a constant energy $V>4\gamma$ throughout the motion, with the same initial state. What is the steady current? Bound $N$ by energy conservation.

\textbf{Answer.} The left band $[V-2\gamma,V+2\gamma]$ and the right band $[-2\gamma,2\gamma]$ have no common energy. Hence $T=0$ everywhere and the Landauer current vanishes, although the left side is still full and the right side empty.

For the bound, take a long finite chain and let $\rho_{mn}=\langle c_n^\dagger c_m\rangle$, whose eigenvalues lie between 0 and 1. The hopping energy is initially zero. When $N$ electrons have crossed, the potential energy has fallen by $VN$, so the hopping energy $K$ must equal $VN$. It has three parts.

The $N$ electrons on the right contribute at most $2\gamma N$. A full left half has zero hopping energy, because the trace of its hopping matrix vanishes; the $N$ holes there thus also contribute at most $2\gamma N$. The junction bond contributes $-2\gamma\,\mathrm{Re}\,\rho_{10}$. The two eigenvalues of the $2\times2$ block of $\rho$ for sites 0 and 1 lie in $[0,1]$ and differ by at least $2|\rho_{10}|$, so $|\rho_{10}|\le\frac12$ and this part is at most $\gamma$. Therefore
\begin{equation}
VN=K\le4\gamma N+\gamma,\qquad N\le\frac{\gamma}{V-4\gamma}.
\end{equation}
The bound does not depend on time or on the length of the chain, so no steady current can persist.

\section*{(h) Numbers}

\textbf{Question.} Take $\gamma=0.05$ Ry and Rydberg atomic units, in which $\hbar=1$ and the unit of time is $\hbar/\mathrm{Ry}=48.378$ as. Evaluate the flow, compare it with the plateau, and examine a retained step $V=0.30$ Ry.

\textbf{Answer.} The value of $\gamma$ is a round model parameter. In these units $\tau=2(0.05)t=0.1\,t$, and $I_L=2(0.05)/\pi=0.03183$ Ry$/\hbar$. Equations (\ref{N}) and (\ref{I}) give:

\begin{center}
\begin{tabular}{rrrrr}
$t$ ($\hbar$/Ry) & $\tau$ & $N$ & $\tau/\pi$ & $I/I_L$\\
\hline
10 & 1 & 0.2212 & 0.3183 & 1.2239\\
50 & 5 & 1.5902 & 1.5915 & 1.0905\\
200 & 20 & 6.3612 & 6.3662 & 1.0167\\
400 & 40 & 12.7334 & 12.7324 & 1.0015
\end{tabular}
\end{center}

Diagonalization of a chain of 240 sites, without use of Bessel functions, reproduces the four values of $N$ to the six decimals of the numerical output. Its ends are about 120 sites from the junction, beyond the roughly 40 sites that the front covers by $\tau=40$.

The first current maximum comes at $t=1.4347/0.1=14.35\,\hbar/\mathrm{Ry}$, with $I=0.04308$ Ry$/\hbar$, or 1.353 times the plateau. At $\tau=20$, (\ref{Sas}) predicts a leading relative excess $-\cos(40)/40=0.0167$, as in the table. At $\tau=40$, (\ref{Nas}) gives $N-\tau/\pi\approx0.00098$, which agrees with $12.733373-12.732395$. The occupation of site 1 is then 0.49997. It lies this close to the limit $\frac12$ of (\ref{n1}) only because $J_0$ happens to have a zero near $\tau=40$; at $\tau=20$ the occupation is 0.486.

To convert the plateau, multiply by $e$ and divide by the unit of time:
\begin{equation}
eI_L=\frac{0.031831\times1.60218\times10^{-19}\ \mathrm{C}}{48.3777\times10^{-18}\ \mathrm{s}}=105.4\ \mu\mathrm{A}
\end{equation}
for one spin, and $210.8\ \mu$A for both.

The retained step is $V=6\gamma$, for which (g) gives $N\le\frac12$. Diagonalization of the same 240-site chain gives $N=0.0613$ at both $t=200$ and $t=400\,\hbar/\mathrm{Ry}$, whereas without the step $N$ grows by 6.37 between these times. The size of the small transfer can be estimated from sites 0 and 1 alone. Their transition probability oscillates with maximum $4\gamma^2/(V^2+4\gamma^2)=0.10$ and mean 0.05; this estimate ignores the rest of the chain.

These currents belong to non-interacting electrons in a perfect chain. Coulomb forces between the transferred electrons and the holes left behind, disorder and lattice vibrations are left out. Part (g) suggests why the first omission can matter. The transferred charge would lower the left side relative to the right, which is the opposite sign to the step in (g), but the argument there holds for either sign with $|V|$ in place of $V$: a rigid shift of one band against the other narrows the energy range in which current can flow, and closes it for $|V|>4\gamma$. The Coulomb potential is not a fixed sharp step, since it varies in space and time, so (g) does not give the size of its effect.

\section*{Table of computed values}
\begin{verbatim}
hopping g = 0.050 Ry
band width 4g = 0.200 Ry
time unit hbar/Ry = 48.3777 as
finite chain used for the check = 240 sites
t = 10 hbar/Ry, tau = 1.0 (no unit)
  N from Bessel sum = 0.221223 electrons
  N from finite chain = 0.221223 electrons
  long-time line tau/pi = 0.318310 electrons
  particle current = 0.038959 Ry/hbar
  current / Landauer = 1.22392 (no unit)
  occupation of site 1 = 0.20724 (no unit)
t = 50 hbar/Ry, tau = 5.0 (no unit)
  N from Bessel sum = 1.590166 electrons
  N from finite chain = 1.590166 electrons
  long-time line tau/pi = 1.591549 electrons
  particle current = 0.034712 Ry/hbar
  current / Landauer = 1.09052 (no unit)
  occupation of site 1 = 0.48423 (no unit)
t = 200 hbar/Ry, tau = 20.0 (no unit)
  N from Bessel sum = 6.361153 electrons
  N from finite chain = 6.361153 electrons
  long-time line tau/pi = 6.366198 electrons
  particle current = 0.032364 Ry/hbar
  current / Landauer = 1.01674 (no unit)
  occupation of site 1 = 0.48605 (no unit)
t = 400 hbar/Ry, tau = 40.0 (no unit)
  N from Bessel sum = 12.733373 electrons
  N from finite chain = 12.733373 electrons
  long-time line tau/pi = 12.732395 electrons
  particle current = 0.031880 Ry/hbar
  current / Landauer = 1.00154 (no unit)
  occupation of site 1 = 0.49997 (no unit)
N at t = 1 hbar/Ry, chain = 0.0024969 electrons
short-time law tau^2/4 = 0.0025000 electrons
first maximum: tau = 1.4347 (no unit)
first maximum: t = 14.347 hbar/Ry
first maximum: current = 0.043076 Ry/hbar
first maximum / Landauer = 1.3533 (no unit)
Landauer current 2g/(pi hbar) = 0.031831 Ry/hbar
Landauer from Green functions = 0.031831 Ry/hbar
Landauer, one spin = 105.42 microampere
Landauer, both spins = 210.84 microampere
max tau^2 |I/I_L - 1 + cos(2tau)/(2tau)|, tau 50-1000 = 0.2500 (no unit)
max tau |N - tau/pi|, tau 50-1000 = 0.1194 (no unit)
retained potential step = 0.30 Ry
N with step, t = 200 hbar/Ry: 0.06133 electrons
N with step, t = 400 hbar/Ry: 0.06133 electrons
\end{verbatim}
